# Oscillator strengths and static polarizability of two-dimensional hydrogen: test program

```python
"""Two-dimensional hydrogen: dipole strengths from 1s and polarizability.

Results under test, for light polarized along x in the plane:
  f_n = (2n-1)^3 (n-1)^(2n-4) / (2 n^(2n+2)),  n = 2, 3, ...
  df/dE = 256 exp[-(4/k) atan(k/2)] / [(k^2+4)^3 (1+exp(-2 pi/k))]
  alpha = (21/128) e^2 a0^2 / Eh
Symbols: a0 Bohr radius, Eh Hartree energy, e elementary charge.
Lengths are in a0 and energies in Eh; N = n - 1/2, E_n = -1/(2 N^2).
In the continuum E = k^2/2. The 1s energy is -2.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_genlaguerre

E_GROUND = -2.0


def level(n):
    return -0.5 / (n - 0.5)**2


def strength(n):
    n = np.asarray(n, dtype=float)
    return np.exp(3*np.log(2*n - 1) + (2*n - 4)*np.log(n - 1)
                  - np.log(2) - (2*n + 2)*np.log(n))


def dipole_squared(n):
    N = n - 0.5
    return 256*N**5*(2*N - 1)**(2*N - 4)/(2*N + 1)**(2*N + 4)


def density(k):
    return (256*np.exp(-4*np.arctan(k/2)/k)
            / ((k*k + 4)**3*(1 + np.exp(-2*np.pi/k))))


# Symbolic check of the ground state and the first-order function.
r = sp.symbols("r", positive=True)


def radial_hamiltonian(u, m):
    return (-(sp.diff(u, r, 2) + sp.diff(u, r)/r - m**2*u/r**2)/2 - u/r)


ground = sp.exp(-2*r)
assert sp.simplify(radial_hamiltonian(ground, 0) + 2*ground) == 0
g = -sp.Rational(3, 16)*r - r**2/4
first = g*ground
residual = radial_hamiltonian(first, 1) + 2*first + r*ground
assert sp.simplify(residual) == 0
second_energy = sp.integrate(8*g*r**2*sp.exp(-4*r), (r, 0, sp.oo))
alpha_exact = -2*second_energy
assert alpha_exact == sp.Rational(21, 128)
alpha = float(alpha_exact)

# Diagonalization of the p-wave Hamiltonian in a Laguerre basis.
size, decay = 60, 1.0
nodes, weights = roots_genlaguerre(90, 1)


def basis_polynomials(radius):
    t = 2*decay*radius
    values, slopes = [], []
    for j in range(size):
        norm = 1/np.sqrt((j + 1)*(j + 2))
        lag = eval_genlaguerre(j, 2, t)
        dlag = -eval_genlaguerre(j - 1, 3, t) if j else 0*t
        values.append(norm*radius*lag)
        slopes.append(norm*(lag + 2*decay*radius*dlag
                            - decay*radius*lag))
    return np.array(values), np.array(slopes)


radius = nodes/(2*decay)
measure = weights/(2*decay)**2
u, du = basis_polynomials(radius)
overlap = (u*measure) @ u.T
hamiltonian = (0.5*(du*measure) @ du.T
               + 0.5*(u*measure/radius**2) @ u.T
               - (u*measure/radius) @ u.T)
radius_d = nodes/(decay + 2)
u_d, _ = basis_polynomials(radius_d)
dipole = u_d @ (4*radius_d*weights/(decay + 2)**2)/np.sqrt(2)
energies, vectors = eigh(hamiltonian, overlap)
x_elements = vectors.T @ dipole
f_basis = 2*(energies - E_GROUND)*x_elements**2
for i, n in enumerate(range(2, 7)):
    assert abs(energies[i] - level(n)) < 1e-7
    assert abs(x_elements[i]**2 - dipole_squared(n)) < 1e-7
    assert abs(f_basis[i] - strength(n)) < 1e-7
assert abs(f_basis.sum() - 1) < 1e-7
alpha_basis = 2*dipole @ np.linalg.solve(
    hamiltonian - E_GROUND*overlap, dipole)
assert abs(alpha_basis - alpha) < 1e-8

# Continuum wave: radial integral and energy normalization.
for k in (0.6, 2.0):
    def wave(x):
        return mp.re(x*mp.exp(-1j*k*x)
                     * mp.hyp1f1(mp.mpc(1.5, 1/k), 3, 2j*k*x))

    direct = mp.quad(lambda x: x**2*mp.exp(-2*x)*wave(x),
                     [0, 3, 8, 16, 30])
    closed = 8*(k*k + 4)**-2.5*np.exp(-2*np.arctan(k/2)/k)
    assert abs(direct/closed - 1) < 1e-8
    norm2 = (k*k + 4)/(2*(1 + np.exp(-2*np.pi/k)))
    far = mp.mpf(2000)
    chi = mp.sqrt(far)*wave(far)
    dchi = mp.diff(lambda x: mp.sqrt(x)*wave(x), far)
    q = mp.sqrt(k*k + 2/far)
    # An energy-normalized wave has this invariant equal to 2/pi.
    invariant = norm2*(q*chi**2 + dchi**2/q)
    assert abs(invariant*mp.pi/2 - 1) < 1e-5
    from_wave = (k*k + 4)*8*norm2*float(direct)**2
    assert abs(from_wave/density(k) - 1) < 1e-8

# Bound sums with the asymptotic tail, and continuum integrals.
last = 2000
n_all = np.arange(2, last + 1)
threshold_density = 4*np.exp(-2)
assert abs(strength(last)*(last - 0.5)**3/threshold_density - 1) < 1e-6
assert abs(density(1e-3)/threshold_density - 1) < 1e-6


def bound_moment(power):
    gaps = level(n_all) - E_GROUND
    tail = threshold_density/(2*last**2)/2**power
    return np.sum(strength(n_all)/gaps**power) + tail


def continuum_moment(power):
    def integrand(k):
        return k*density(k)/(2 + k*k/2)**power
    low = quad(integrand, 0, 2, epsabs=1e-12, epsrel=1e-11)[0]
    high = quad(integrand, 2, np.inf, epsabs=1e-12, epsrel=1e-11)[0]
    return low + high


f_bound, f_cont = bound_moment(0), continuum_moment(0)
a_bound, a_cont = bound_moment(2), continuum_moment(2)
x2_sum = (bound_moment(1) + continuum_moment(1))/2
x2_direct = quad(lambda x: 8*x**3*np.exp(-4*x), 0, np.inf)[0]
assert abs(f_bound + f_cont - 1) < 1e-8
assert abs(x2_sum - x2_direct) < 1e-8
assert abs(a_bound + a_cont - alpha) < 1e-8

# Worked example.
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
unit_alpha = const.e**2*a0**2/hartree
print(f"Bohr radius a0 = {a0:.6e} m")
print(f"Hartree energy Eh = {hartree:.6e} J")
print(f"elementary charge e = {const.e:.6e} C")
print(f"1s energy = {E_GROUND:.1f} Eh")
print("n, E_n-E_1 (Eh), |x_n|^2 (a0^2), f_n (no unit)")
for n in range(2, 7):
    print(f"{n}  {level(n)-E_GROUND:.6f}  {dipole_squared(n):.6f}"
          f"  {float(strength(n)):.6f}")
print(f"f_2..f_6 summed = {strength(np.arange(2, 7)).sum():.6f} (no unit)")
print(f"all bound f_n summed = {f_bound:.6f} (no unit)")
print(f"discrete share of f-sum = {100*f_bound:.3f} percent")
print(f"continuum part of f-sum = {f_cont:.6f} (no unit)")
print(f"bound + continuum f = {f_bound+f_cont:.8f} (no unit)")
print(f"df/dE at threshold = {threshold_density:.6f} 1/Eh")
print(f"<x^2> from ground state = {x2_direct:.6f} a0^2")
print(f"<x^2> from spectral sum = {x2_sum:.6f} a0^2")
print(f"second-order energy coefficient = {second_energy} e^2 a0^2/Eh")
print(f"alpha, closed form = {alpha_exact} e^2 a0^2/Eh")
print(f"alpha, decimal = {alpha:.7f} e^2 a0^2/Eh")
print(f"alpha, Laguerre basis = {alpha_basis:.7f} e^2 a0^2/Eh")
print(f"alpha, bound part = {a_bound:.7f} e^2 a0^2/Eh")
print(f"alpha, continuum part = {a_cont:.7f} e^2 a0^2/Eh")
print(f"bound share of alpha = {100*a_bound/alpha:.3f} percent")
print(f"unit e^2 a0^2/Eh = {unit_alpha:.6e} C^2 m^2/J")
print(f"alpha in SI = {alpha*unit_alpha:.6e} C^2 m^2/J")
print("tests ok")
```

Running it gives:

```
Bohr radius a0 = 5.291772e-11 m
Hartree energy Eh = 4.359745e-18 J
elementary charge e = 1.602177e-19 C
1s energy = -2.0 Eh
n, E_n-E_1 (Eh), |x_n|^2 (a0^2), f_n (no unit)
2  1.777778  0.059326  0.210938
3  1.920000  0.009923  0.038104
4  1.959184  0.003381  0.013248
5  1.975309  0.001548  0.006115
6  1.983471  0.000836  0.003317
f_2..f_6 summed = 0.271722 (no unit)
all bound f_n summed = 0.279249 (no unit)
discrete share of f-sum = 27.925 percent
continuum part of f-sum = 0.720751 (no unit)
bound + continuum f = 1.00000000 (no unit)
df/dE at threshold = 0.541341 1/Eh
<x^2> from ground state = 0.187500 a0^2
<x^2> from spectral sum = 0.187500 a0^2
second-order energy coefficient = -21/256 e^2 a0^2/Eh
alpha, closed form = 21/128 e^2 a0^2/Eh
alpha, decimal = 0.1640625 e^2 a0^2/Eh
alpha, Laguerre basis = 0.1640625 e^2 a0^2/Eh
alpha, bound part = 0.0848350 e^2 a0^2/Eh
alpha, continuum part = 0.0792275 e^2 a0^2/Eh
bound share of alpha = 51.709 percent
unit e^2 a0^2/Eh = 1.648777e-41 C^2 m^2/J
alpha in SI = 2.705025e-42 C^2 m^2/J
tests ok
```
